# Ditauonium: binding, two-photon annihilation and weak decay

## Definitions and conventions

Ditauonium is a tau lepton and an antitau held together by their electric attraction. Both particles have mass $m$. The state of interest is the 1S spin singlet, also called para-ditauonium. Three quantities are wanted: its binding energy $B$, its rate $\Gamma_2$ of annihilation into two photons, and the rate at which it is lost because one of its constituents decays weakly.

The formulas use $\hbar=c=1$ and $\alpha=e^2/4\pi$. Energies, masses and rates then have the same unit, and a rate $\Gamma$ corresponds to a lifetime $\hbar/\Gamma$ when ordinary units are restored. The metric signature is $(+,-,-,-)$, and $\not p=p_\mu\gamma^\mu$. The numerical inputs are
$$
m=1776.86\ \text{MeV},\qquad 1/\alpha=137.036,\qquad \tau=290\ \text{fs},
$$
where $\tau$ is the rounded lifetime of one free tau.

A partial lifetime is the inverse of the rate of one process alone. When several processes compete, their rates add, not their lifetimes. This matters here in a second way: the atom contains two taus, and the decay of either one ends it. Its weak rate is therefore $2/\tau$, and its weak partial lifetime is 145 fs, not 290 fs.

## Back-of-envelope argument

Let the separation be about $r$. In the centre-of-mass frame the two particles have opposite momenta of size $p\sim 1/r$, by the uncertainty principle. Each has kinetic energy $p^2/2m$, so the total energy is roughly
$$
E(r)\sim\frac{1}{mr^2}-\frac{\alpha}{r}.
$$
Setting the derivative to zero gives
$$
-\frac{2}{mr^3}+\frac{\alpha}{r^2}=0
\quad\Rightarrow\quad r=\frac{2}{\alpha m},
$$
and at this separation
$$
E\sim\frac{\alpha^2m}{4}-\frac{\alpha^2m}{2}=-\frac{\alpha^2m}{4}.
$$
The binding energy is thus some tens of keV.

For annihilation, each photon contributes one factor $e$ to the amplitude, so the probability carries $e^4\sim\alpha^2$. The only length available for a pair at rest is $1/m$. The product of cross-section and relative speed is then about $\alpha^2/m^2$. Multiplying by a density of about $1/r^3=\alpha^3m^3/8$ gives
$$
\Gamma_2\sim\frac{\alpha^5m}{8}.
$$

The power of $\alpha$ is right provided the two-photon amplitude does not vanish for the spin state in question, which the derivation confirms for the singlet, but the numerical factor is not fixed by this argument. The derivation below gives $\alpha^5m/2$, which is four times larger and corresponds to 35.8 fs. The crude estimate therefore amounts to $4\times35.8\approx143$ fs, almost the same as the weak partial lifetime of 145 fs. It would suggest an even contest between the two processes. Deciding the contest requires the numerical factor.

## The bound state

At leading order the taus are nonrelativistic and interact through the Coulomb potential:
$$
H=\frac{\mathbf p_1^2}{2m}+\frac{\mathbf p_2^2}{2m}-\frac{\alpha}{r}.
$$
Write $\mathbf p_1=\mathbf P/2+\mathbf p$ and $\mathbf p_2=\mathbf P/2-\mathbf p$. The cross terms cancel in the sum, leaving
$$
H=\frac{\mathbf P^2}{4m}+\frac{\mathbf p^2}{m}-\frac{\alpha}{r}.
$$
The atom is at rest, so $\mathbf P=0$. The relative motion has kinetic energy $\mathbf p^2/2\mu$ with reduced mass $\mu=m/2$.

For a spherically symmetric wave function the Schrödinger equation is
$$
-\frac1m\left(\psi''+\frac2r\psi'\right)-\frac{\alpha}{r}\psi=E\psi.
$$
Try $\psi=Ne^{-r/a}$, for which $\psi'=-\psi/a$ and $\psi''=\psi/a^2$. Division by $\psi$ gives
$$
-\frac{1}{ma^2}+\frac{2}{mar}-\frac{\alpha}{r}=E.
$$
This must hold at every $r$, so the two $1/r$ terms must cancel:
$$
a=\frac{2}{\alpha m},\qquad
E=-\frac{1}{ma^2}=-\frac{\alpha^2m}{4}.
$$
The function has no node, so it is the ground state, and $B=\alpha^2m/4$.

Normalization fixes the density at contact:
$$
1=4\pi N^2\int_0^\infty r^2e^{-2r/a}\,dr
=4\pi N^2\,\frac{2}{(2/a)^3}=\pi a^3N^2,
$$
so that
$$
|\psi(0)|^2=\frac{1}{\pi a^3}=\frac{\alpha^3m^3}{8\pi}.
$$

The nonrelativistic assumption can now be checked. The mean inverse separation is
$$
\left\langle\frac1r\right\rangle
=\frac{4}{a^3}\int_0^\infty r\,e^{-2r/a}\,dr
=\frac{4}{a^3}\,\frac{a^2}{4}=\frac1a.
$$
The mean potential energy is therefore $-\alpha/a=-\alpha^2m/2$, and the mean kinetic energy is $E+\alpha^2m/2=\alpha^2m/4$. Equating the latter to $\tfrac12\mu\langle v^2\rangle=m\langle v^2\rangle/4$ gives an rms relative speed $v=\alpha$, or 0.0073 of the speed of light.

## Two photons from a pair at rest

Annihilation involves distances of about $1/m$. Compared with the Bohr radius, this is $1/(ma)=\alpha/2$, or 0.00365. The bound-state amplitude is a superposition of free-pair amplitudes weighted by the momentum-space wave function:
$$
\int\frac{d^3p}{(2\pi)^3}\,\tilde\psi(\mathbf p)\,\mathcal M(\mathbf p)
\simeq\mathcal M(0)\int\frac{d^3p}{(2\pi)^3}\,\tilde\psi(\mathbf p)
=\mathcal M(0)\,\psi(0).
$$
The approximation holds at leading order because typical momenta are of order $1/a\ll m$, while $\mathcal M$ changes appreciably only when $p$ approaches $m$. The wave function falls only as $1/p^4$, so its tail does reach $p\sim m$, and the relative error is of order $\alpha$, not $\alpha^2$. The problem thus separates into an amplitude for a pair at rest and the density at contact.

**Kinematics.** The tau and the antitau each have four-momentum $p=(m,\mathbf 0)$. The photons have
$$
k_1=m(1,\mathbf n),\qquad k_2=m(1,-\mathbf n),
$$
with $\mathbf n$ a unit vector. Their polarizations are $\epsilon_i=(0,\mathbf e_i)$, where the real unit vectors $\mathbf e_i$ are perpendicular to $\mathbf n$.

**The two diagrams.** The tau line can emit the photons in either order. Up to an overall phase,
$$
\mathcal M=e^2\,\bar v\left[
\not\epsilon_2\frac{\not p-\not k_1+m}{(p-k_1)^2-m^2}\not\epsilon_1
+\not\epsilon_1\frac{\not p-\not k_2+m}{(p-k_2)^2-m^2}\not\epsilon_2
\right]u .
$$
Since $p^2=m^2$, $k_i^2=0$ and $p\cdot k_i=m^2$, both denominators equal $-2m^2$. In the numerators, the anticommutation rule gives
$$
(\not p+m)\not\epsilon_i u
=\left[2p\cdot\epsilon_i-\not\epsilon_i\not p+m\not\epsilon_i\right]u
=\not\epsilon_i(m-\not p)u=0.
$$
Here $p\cdot\epsilon_i=0$ because the polarization has no time component, and the last equality is the Dirac equation. Only $-\not k_i$ survives, and its sign cancels that of the denominator:
$$
\mathcal M=\frac{e^2}{2m^2}\,\bar v\left[
\not\epsilon_2\not k_1\not\epsilon_1+\not\epsilon_1\not k_2\not\epsilon_2
\right]u .
$$

**Reducing the matrices.** Define $E_i=\boldsymbol\gamma\cdot\mathbf e_i$ and $N=\boldsymbol\gamma\cdot\mathbf n$. Then $\not\epsilon_i=-E_i$, $\not k_1=m(\gamma^0-N)$ and $\not k_2=m(\gamma^0+N)$. Each term contains two factors $\not\epsilon$, so their minus signs cancel. The bracket becomes
$$
m\left[E_2(\gamma^0-N)E_1+E_1(\gamma^0+N)E_2\right].
$$

The part with $\gamma^0$ is
$$
E_2\gamma^0E_1+E_1\gamma^0E_2=-\gamma^0(E_2E_1+E_1E_2)
=2\gamma^0\,\mathbf e_1\cdot\mathbf e_2 .
$$
It contributes $\bar v\gamma^0u=v^\dagger u$. In the Dirac representation a particle spinor at rest has only upper components and an antiparticle spinor only lower ones, so this product is zero.

In the part with $N$, perpendicularity makes $N$ anticommute with $E_1$ and $E_2$:
$$
-E_2NE_1+E_1NE_2=N(E_2E_1-E_1E_2).
$$
The spatial matrices obey $\gamma^i\gamma^j=-\delta_{ij}-i\epsilon_{ijk}\Sigma_k$, where $\boldsymbol\Sigma$ carries the Pauli matrices in both diagonal blocks. Hence
$$
E_2E_1-E_1E_2=-2i\,\boldsymbol\Sigma\cdot(\mathbf e_2\times\mathbf e_1)
=2i\,\eta\,\boldsymbol\Sigma\cdot\mathbf n,
\qquad \eta=\mathbf n\cdot(\mathbf e_1\times\mathbf e_2).
$$
The last form uses the fact that $\mathbf e_1\times\mathbf e_2$ lies along $\mathbf n$. Block multiplication, with $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, gives
$$
N\,\boldsymbol\Sigma\cdot\mathbf n
=\begin{pmatrix}0&1\\-1&0\end{pmatrix}=\gamma^0\gamma^5,
\qquad \gamma^5=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
$$
Since $\bar v\gamma^0=v^\dagger$, the amplitude is
$$
\mathcal M=\frac{ie^2}{m}\,\eta\;v^\dagger\gamma^5u .
$$

**Spin.** The spinors are normalized to $u^\dagger u=v^\dagger v=2m$. A tau with spin state $\xi$ has upper components $\sqrt{2m}\,\xi$. Charge conjugation, $v=i\gamma^2u^*$, gives an antitau with physical spin up the lower components $\sqrt{2m}\,(0,1)$, and one with spin down $\sqrt{2m}\,(-1,0)$. The matrix $\gamma^5$ connects upper with lower components. With the tau spin written first,
$$
v^\dagger\gamma^5u=
\begin{cases}
-2m & \uparrow\downarrow\\
+2m & \downarrow\uparrow\\
0 & \uparrow\uparrow,\ \downarrow\downarrow .
\end{cases}
$$
The triplet combination $(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ gives zero, as do the other two triplet states. The singlet $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$ gives $-2\sqrt2\,m$, whose square is $8m^2$. The two-photon lifetime therefore belongs to the singlet. Annihilation of the triplet needs a separate calculation.

**Polarization sum.** Each photon has two independent linear polarizations, which makes four combinations. The factor $\eta$ is zero for parallel polarizations and $\pm1$ for perpendicular ones, so $\sum\eta^2=2$. If both photons are analysed along the same pair of perpendicular axes, their linear polarizations are therefore always found perpendicular to each other, and
$$
\sum|\mathcal M|^2=\frac{e^4}{m^2}\,(8m^2)(2)=16e^4=256\pi^2\alpha^2 .
$$

## From amplitude to lifetime

Let $K$ be the annihilation rate per unit density of singlet pairs at contact. The spinor normalization corresponds to $2m$ particles per unit volume for each species, so the rate for one pair requires division by $(2m)^2$. The photons are identical, and integrating over all directions counts each final state twice, which brings a factor $1/2$.

The two-photon phase space follows from momentum conservation, which removes one momentum integral and leaves equal photon energies $\omega$:
$$
\int d\Phi=\frac{1}{(2\pi)^2}\int\frac{4\pi\omega^2\,d\omega}{4\omega^2}\,
\delta(2m-2\omega)
=\frac{1}{4\pi}\cdot\frac12=\frac{1}{8\pi}.
$$
The summed squared amplitude does not depend on direction, so it can be taken outside the integral:
$$
K=\frac{1}{4m^2}\cdot\frac12\cdot\frac{1}{8\pi}\cdot256\pi^2\alpha^2
=\frac{4\pi\alpha^2}{m^2}.
$$
Multiplication by the density at contact gives
$$
\Gamma_2=K|\psi(0)|^2
=\frac{4\pi\alpha^2}{m^2}\cdot\frac{\alpha^3m^3}{8\pi}
=\frac{\alpha^5m}{2}.
$$
Two powers of $\alpha$ come from emitting the photons and three from the chance of finding the taus together.

## Numbers for ditauonium

The binding energy is
$$
B=\frac{1776.86\ \text{MeV}}{4(137.036)^2}=0.02366\ \text{MeV}=23.7\ \text{keV}.
$$
The Bohr radius $a$ is 30.4 fm. The two-photon width is $\Gamma_2=0.01838$ eV. With $\hbar=0.6582$ eV fs,
$$
\frac{\hbar}{\Gamma_2}=\frac{0.6582\ \text{eV fs}}{0.01838\ \text{eV}}
\approx36\ \text{fs}.
$$

The numerical check obtains the binding energy and contact density by diagonalizing the radial Hamiltonian, and the annihilation amplitude from both diagrams with explicit Dirac matrices. Its width agrees with the formula within the asserted relative tolerance of $5\times10^{-4}$. This tests the binding energy, the contact density and the squared amplitude independently. The factors $1/4m^2$, $1/2$ and $1/8\pi$ that convert the amplitude into $K$ are taken over from the derivation, and the size of the omitted physics is not tested.

Replacing $m$ by the electron mass in the same formula gives 124.5 ps for para-positronium, in line with its measured lifetime of about an eighth of a nanosecond. At this order the annihilation lifetime is inversely proportional to the lepton mass. The heavier atom is smaller, which raises the density as $m^3$, while $K$ falls as $1/m^2$.

## Comparison with weak decay

Assume that each tau decays as it would in free space, independently of the other. Binding should disturb this little, since $B/m$ is about $10^{-5}$ and the speeds are well below that of light. The probability that one tau has not decayed by time $t$ is $e^{-t/\tau}$. For both to survive, the probabilities multiply:
$$
e^{-t/\tau}\,e^{-t/\tau}=e^{-2t/\tau}.
$$
Including annihilation, the atom survives with probability $e^{-\Gamma t}$, where
$$
\Gamma=\Gamma_2+\frac2\tau .
$$
The fraction of atoms that end in two photons is the annihilation rate integrated over the surviving population:
$$
f_2=\int_0^\infty\Gamma_2e^{-\Gamma t}\,dt=\frac{\Gamma_2}{\Gamma_2+2/\tau}.
$$

With the partial lifetimes inserted,
$$
\Gamma=\frac{1}{35.80\ \text{fs}}+\frac{2}{290\ \text{fs}}
=(0.02793+0.00690)\ \text{fs}^{-1}=0.03483\ \text{fs}^{-1}.
$$
At this order the total lifetime is about 29 fs, and
$$
f_2=\frac{0.02793}{0.03483}\approx0.80 .
$$
Annihilation wins about four times in five, and weak decay takes the remaining fifth. Counting only one tau would lower the weak share from about 20% to about 11%. A simulation with three independent random decay times, one for annihilation and one for each tau, confirms the total lifetime and $f_2$ within its statistical tolerance.

**Does the atom live long enough to be an atom?** A classical circular orbit of radius $a$ and relative speed $\alpha$ has period
$$
T=\frac{2\pi a}{\alpha}=\frac{4\pi}{\alpha^2m}=\frac{\pi}{B}.
$$
In ordinary units this is $\pi\hbar/B=8.7\times10^{-5}$ fs. About $3\times10^5$ such periods fit into the total lifetime. The bound state is well formed before it disappears, and treating decay as a small disturbance of a stationary state is justified.

## The 2S state reverses the outcome

Weak decay does not depend on how often the taus meet, but annihilation does. The 2S singlet shows the difference. Let $b=2a$ and $u=r\psi$. The radial equation becomes $-u''/m-\alpha u/r=Eu$. Try
$$
u=f\,e^{-r/b},\qquad f=r-\frac{r^2}{b}.
$$
With $f'=1-2r/b$ and $f''=-2/b$,
$$
u''=\left(f''-\frac{2f'}{b}+\frac{f}{b^2}\right)e^{-r/b}
=\left(-\frac{4}{br}+\frac{1}{b^2}\right)u ,
$$
because $f''-2f'/b=-(4/b)(1-r/b)=-4f/(br)$. Since $4/(mb)=2/(ma)=\alpha$, the $1/r$ terms cancel in the radial equation. The energy is $E=-1/(mb^2)=-B/4$.

The wave function $u/r=(1-r/b)e^{-r/b}$ equals one at the origin. Its normalization integral, using $\int_0^\infty r^ne^{-r/a}dr=n!\,a^{n+1}$, is
$$
4\pi\int_0^\infty\left(r^2-\frac{r^3}{a}+\frac{r^4}{4a^2}\right)e^{-r/a}\,dr
=4\pi(2-6+6)a^3=8\pi a^3 .
$$
The normalized density at contact is therefore $1/(8\pi a^3)$, one eighth of the 1S value. The two-photon partial lifetime rises to $8\times35.80\approx286$ fs, while the weak one stays at 145 fs. If these two processes alone compete, weak decay takes
$$
\frac{1/145}{1/145+1/286.4}\approx66\%
$$
of the 2S atoms. Other annihilation channels, which add a few percent to the annihilation rate, and radiative transitions to lower states are not included, so this is a comparison of two rates and not a full set of branching fractions. The two-photon transition from 2S to 1S, with a rate of about $10^4\ \text{s}^{-1}$, is negligible beside the weak rate of $7\times10^{12}\ \text{s}^{-1}$.

## How far the numbers can be trusted

The two-photon rate leaves out radiative corrections and other annihilation channels. For example, one outgoing photon may be virtual and turn into an electron–positron pair. This costs another factor of order $\alpha/\pi$, enhanced by a logarithm because the pair's mass can range from $2m_e$ up to $2m$, where $m_e$ is the electron mass. Ignoring the factor of two at the lower end, a rough scale is
$$
\frac{\alpha}{\pi}\ln\frac{4m^2}{m_e^2}\approx4\%
$$
relative to $\Gamma_2$. This is an order of magnitude, neither a calculated correction nor a bound. Integrating the virtual-photon amplitude over the pair mass, a step not shown here, gives a smaller value, $(2\alpha/3\pi)[\ln(4m^2/m_e^2)-8/3]\approx2.3\%$, and muon pairs add about 0.7%. It is small beside the factor of four between the 1S annihilation and weak rates, so it does not threaten the conclusion that annihilation dominates there.

The binding energy is also a leading-order value. The Bohr radius of 30 fm is smaller than the electron's reduced Compton wavelength, $197.327/0.510999\approx386$ fm. At such distances virtual electron pairs strengthen the Coulomb attraction. This effect is not derived here. It adds about 0.12 keV to the binding energy, bringing it to 23.8 keV, and raises the 1S density at contact, and with it $\Gamma_2$, by about 1.3%. Together with the electron-pair and muon-pair channels, this moves the total lifetime to about 28 fs and $f_2$ to about 0.78. The third digit of 23.7 keV therefore belongs to the formula $\alpha^2m/4$ and should not be read as a prediction of that precision.

## Numbers as computed

```
inverse fine-structure constant: 137.036
tau mass energy: 1776.86 MeV
electron mass energy: 0.510999 MeV
hbar: 0.658212 eV fs
hbar c: 197.327 MeV fm
free tau lifetime (input): 290 fs
Bohr radius of the pair: 30.44 fm
annihilation range 1/m: 0.1111 fm
range / Bohr radius: 0.00365
binding energy, formula: 23.655 keV
binding energy, grid: 23.655 keV
rms relative speed / c, grid: 0.007297
1S contact density: 1.1289e-05 fm^-3
2S/1S contact density, grid: 0.12500
singlet sum |M|^2 / e^4: 16.000000
two-photon width, formula: 0.018384 eV
two-photon width, numerical: 0.018383 eV
two-photon partial lifetime: 35.80 fs
weak partial lifetime of atom: 145.0 fs
weak width of atom: 0.004539 eV
total lifetime, formula: 28.71 fs
total lifetime, simulated: 28.69 fs
annihilation share, formula: 80.2 %
annihilation share, simulated: 80.1 %
weak share: 19.8 %
weak share if one tau counted: 11.0 %
orbital period: 8.742e-05 fs
orbits in total lifetime: 3.28e+05
2S two-photon partial lifetime: 286.4 fs
2S weak share against annihilation: 66.4 %
para-positronium lifetime: 124.5 ps
rough scale of corrections: 4.1 %
```
